Exchange self-energy of the two-dimensional electron gas

**The system**

Electrons move in a plane of large area A, with a uniform positive background that makes the whole neutral. The gas is uniform, is at zero temperature, and has equal numbers of electrons of each spin. The one-electron states are plane waves,

ψ_p(r) = e^{ip·r}/√A,

and for each spin those with |p| < kF are filled. This filled disc is bounded by the Fermi circle. Two electrons a distance R apart repel with energy 1/R. Atomic units are used in the algebra, so that ħ, the electron mass and the squared electron charge e² (with its factor 1/4πε₀) are all 1.

The exchange self-energy acts on an electron of given spin through the kernel

Σx(r, r′) = −ρ(r, r′)/|r − r′|,

ρ(r, r′) = Σ_{p<kF} ψ_p(r) ψ_p*(r′),

where the sum runs over filled states of the same spin. In the GW approximation this is the part of the self-energy that remains when the screened interaction W is replaced by the bare one. The rest, called correlation, is not treated here. The classical repulsion of the uniform electron density is cancelled by the background.

**Part (a)**

Show that a plane wave of wave vector k is an eigenfunction of the exchange operator, with eigenvalue

Σx(k) = −(1/2π) ∫_{p<kF} d²p/|p − k|.

**Answer to (a)**

For a large area the sum over states becomes an integral, (1/A) Σ_p → ∫ d²p/(2π)², so

ρ(r, r′) = ∫_{p<kF} d²p/(2π)² e^{ip·(r − r′)}.

The kernel depends only on R = r − r′. Let it act on e^{ik·r′} and put r′ = r − R:

∫ d²r′ Σx(r − r′) e^{ik·r′} = e^{ik·r} ∫ d²R Σx(R) e^{−ik·R}.

The plane wave comes back multiplied by a number, which is the eigenvalue. Inserting the kernel gives

Σx(k) = −∫_{p<kF} d²p/(2π)² v(|k − p|),

v(q) = ∫ d²R e^{−iq·R}/R.

To find v(q), use polar coordinates, in which d²R = R dR dφ. The factor R cancels 1/R. The remaining radial integral oscillates without decaying, so it is given a damping factor e^{−ηR}, with η > 0 taken to zero at the end:

∫₀^∞ dR e^{−(η + iq cosφ)R} = 1/(η + iq cosφ) = (η − iq cosφ)/(η² + q² cos²φ).

The imaginary part changes sign when φ increases by π, so it vanishes on integration over the full circle. The real part takes the same values in all four quadrants. With t = tanφ we have cos²φ = 1/(1 + t²) and dφ = dt/(1 + t²), hence

v(q) = 4 ∫₀^∞ η dt/[(η² + q²) + η²t²]

= 4 · π/[2√(η² + q²)]

→ 2π/q as η → 0.

The prefactor of the disc integral is therefore −(1/4π²)(2π) = −1/(2π), as required. There is no factor of 2 for spin, because only electrons of the same spin enter ρ.

**Part (b)**

Place the origin of polar coordinates at the point k. Show that the singularity of the integrand disappears, and deduce from the geometry of the disc that

Σx(0) = −kF and Σx(kF) = −2kF/π.

**Answer to (b)**

Write p = k + s n(θ), where s ≥ 0 is the distance from k and n(θ) is a unit vector at angle θ to the direction of k. Then |p − k| = s and d²p = s ds dθ, so

d²p/|p − k| = ds dθ.

The singularity is cancelled by the area element. For a point inside the disc or on its edge, s runs from 0 to the distance S(θ) at which the ray leaves the disc. Therefore

Σx(k) = −(1/2π) ∫₀^{2π} S(θ) dθ, for k ≤ kF.

The exchange self-energy is minus the distance to the Fermi circle, averaged over all directions.

At the centre every ray has length kF. The average is kF, and

Σx(0) = −kF.

For a point on the circle, the end of the ray satisfies |k + s n|² = kF² with |k| = kF:

kF² + 2s kF cosθ + s² = kF², so s = 0 or s = −2kF cosθ.

The second root is positive when cosθ < 0, that is for π/2 < θ < 3π/2. Rays in the other half of the directions leave the disc at once and have S = 0. Hence

∫₀^{2π} S dθ = −2kF ∫_{π/2}^{3π/2} cosθ dθ

= −2kF [sin(3π/2) − sin(π/2)]

= 4kF,

and division by −2π gives

Σx(kF) = −2kF/π.

Both values are negative, so exchange lowers both levels. The lowering is weaker at the edge, where half of the directions contain no filled states. The ratio of the two values is 2/π ≈ 0.64 at every density within this model.

**Part (c)**

Show that for every k ≤ kF

Σx(k) = −(2kF/π) E(k/kF),

where

E(x) = ∫₀^{π/2} √(1 − x² sin²θ) dθ

is the complete elliptic integral of the second kind. Recover the two values of part (b).

**Answer to (c)**

The end of the ray again satisfies |k + s n|² = kF², now with general k:

s² + 2ks cosθ + k² − kF² = 0.

The roots are

s = −k cosθ ± √(k² cos²θ − k² + kF²)

= −k cosθ ± √(kF² − k² sin²θ).

Their product is k² − kF². For k < kF this is negative, so one root is positive and the other negative. The upper sign gives the positive root:

S(θ) = −k cosθ + √(kF² − k² sin²θ).

At k = kF the same expression becomes kF(|cosθ| − cosθ), which agrees with part (b).

The integral of cosθ over a full turn is zero. The square root depends on sin²θ, so each quadrant contributes the same amount:

∫₀^{2π} S dθ = 4 ∫₀^{π/2} √(kF² − k² sin²θ) dθ

= 4kF ∫₀^{π/2} √(1 − (k/kF)² sin²θ) dθ

= 4kF E(k/kF).

Multiplication by −1/(2π) gives the stated result.

For x = 0 the integrand of E is 1, so E(0) = π/2 and Σx(0) = −kF. For x = 1 the integrand is cosθ, so E(1) = 1 and Σx(kF) = −2kF/π.

Here x is the modulus of the elliptic integral. Some tables and computer routines take the parameter m = x² as the argument instead, and they must then be given (k/kF)².

**Part (d)**

Show that Σx rises steadily from the centre to the Fermi circle, and that its slope becomes infinite there although its value stays finite. What does this imply for the velocity of an electron in the Hartree–Fock approximation?

**Answer to (d)**

Let x = k/kF and Δ = √(1 − x² sin²θ). Differentiate E under the integral sign, for 0 < x < 1:

dE/dx = −∫₀^{π/2} x sin²θ/Δ dθ.

Since x² sin²θ = 1 − Δ², this becomes

dE/dx = −(1/x) ∫₀^{π/2} (1/Δ − Δ) dθ = −[K(x) − E(x)]/x,

where

K(x) = ∫₀^{π/2} dθ/Δ

is the complete elliptic integral of the first kind. In dΣx/dk the factor kF in front of E cancels the 1/kF from dx/dk:

dΣx/dk = (2/π) [K(x) − E(x)]/x.

For 0 < θ ≤ π/2 we have Δ < 1, hence 1/Δ > Δ and K > E. The slope is positive, so Σx rises throughout the disc.

Now let x approach 1. For any angle b < π/2, K(x) is larger than the part of its integral from 0 to b, and that part tends to

∫₀^b dθ/cosθ = ln[(1 + sin b)/cos b].

This can be made as large as we like by taking b close to π/2. Therefore K grows without bound, while E tends to 1, and the slope becomes infinite.

The growth is slow. Numerical evaluation of the elliptic integrals gives slopes of 0.78, 1.50 and 2.23 atomic units at k/kF = 0.9, 0.99 and 0.999.

The Hartree–Fock energy of the electron is ε(k) = k²/2 + Σx(k), and its velocity is

dε/dk = k + dΣx/dk.

It diverges at the Fermi circle. The divergence comes from the growth of v(q) as 1/q at small q. It remains if v is multiplied by a factor that tends to a nonzero constant as q → 0, such as e^{−qd}. With a screened form that stays finite at q = 0, such as 2π/(q + 2), numerical evaluation gives a slope that stays finite at the circle. The full GW self-energy is not computed here, so the divergence is shown only for the exchange part.

**Part (e)**

The formula of part (c) cannot be used for k > kF, where its square root would become imaginary for some angles. Find Σx(k) outside the Fermi circle, show that it joins the inner formula at k = kF, and give its form for k much larger than kF.

**Answer to (e)**

Seen from outside, the disc fills a limited range of directions around θ = π, which points back to the centre. Let α = θ − π, so that sin²α = sin²θ. The roots found in part (c) are real if |sinα| ≤ kF/k. In the backward directions both are positive: they are the distances at which the ray enters and leaves the disc. The ray contributes their difference, which is the chord

2√(kF² − k² sin²α).

With sinα₀ = kF/k, and with equal contributions from positive and negative α,

∫_{disc} d²p/|p − k| = 4 ∫₀^{α₀} √(kF² − k² sin²α) dα.

Let y = kF/k and substitute k sinα = kF sinφ, so that φ runs from 0 to π/2. The square root becomes kF cosφ. Differentiating the substitution gives k cosα dα = kF cosφ dφ, and cosα = √(1 − y² sin²φ), which we call D. Thus

dα = y cosφ dφ/D,

and the integral is

4kF y ∫₀^{π/2} cos²φ/D dφ.

From D² = 1 − y² sin²φ it follows that y² cos²φ = D² − (1 − y²). Hence

∫₀^{π/2} cos²φ/D dφ = [E(y) − (1 − y²)K(y)]/y².

The factor in front is now 4kF/y = 4k, and multiplication by −1/(2π) gives

Σx(k) = −(2k/π) [E(y) − (1 − y²)K(y)], with y = kF/k < 1.

At the circle y → 1 and K diverges, so the last term needs care. Because D² ≥ 1 − y², we have K(y) ≤ (π/2)/√(1 − y²), and therefore

(1 − y²)K(y) ≤ (π/2)√(1 − y²) → 0.

What remains is −(2kF/π)E(1) = −2kF/π, the value reached from inside.

For k much larger than kF, the distance |p − k| is close to k over the whole disc. The disc integral is then its area πkF² divided by k, and

Σx(k) ≈ −kF²/(2k).

Exchange fades in proportion to 1/k, because every filled state is then about a distance k away in wave vector and the interaction v(q) = 2π/q falls as 1/q.

**Part (f)**

A model gas has kF = 0.5 Å⁻¹. Using e² = 14.3996 eV Å, find Σx in eV at k = 0, kF/2 and kF. For the middle value, expand E(x) up to the term in x⁶. Then find the width of the occupied band, ε(kF) − ε(0), without and with exchange.

**Answer to (f)**

*Units.* In atomic units Σx is a wave number times a pure number. Restoring e² turns a wave number in Å⁻¹ into an energy in eV:

Σx(k) = −(2e²kF/π) E(k/kF).

The prefactor is

2 × 14.3996 × 0.5/π = 4.5835 eV.

*Centre and edge.* With E(0) = π/2 and E(1) = 1,

Σx(0) = −14.3996 × 0.5 = −7.20 eV (−0.2646 hartree),

Σx(kF) = −4.58 eV (−0.1684 hartree).

*Halfway.* Put u = x² sin²θ in the expansion

√(1 − u) = 1 − u/2 − u²/8 − u³/16 − …

The averages of sin²θ, sin⁴θ and sin⁶θ over a quadrant are 1/2, 3/8 and 5/16. They follow from integration by parts, which shows that the average of sin²ⁿθ is (2n − 1)/(2n) times that of sin²ⁿ⁻²θ. The quadrant has length π/2, so

E(x) ≈ (π/2)(1 − x²/4 − 3x⁴/64 − 5x⁶/256).

At x = 0.5,

E ≈ 1.5708 × (1 − 0.06250 − 0.00293 − 0.00031) = 1.4675.

Numerical quadrature of the integral gives the same value to four decimals. Therefore

Σx(kF/2) = −4.5835 × 1.4675 = −6.73 eV.

Halfway to the Fermi circle the self-energy has risen by 0.47 eV from its value at the centre. The outer half of the radius brings a further 6.726 − 4.584 = 2.14 eV. This is the steepening found in part (d).

The formula of part (e), with its elliptic integrals evaluated numerically, gives −1.86 eV at k = 2kF. The large-k form gives −kF/4 in atomic units, which is −7.20/4 = −1.80 eV. It is already within about 3% of the value from the full formula.

*Band width.* Without exchange the width is kF²/2 in atomic units. Since Σx(0) = −kF, the value in hartree found above shows that kF = 0.2646 in atomic units. One factor kF corresponds to 7.20 eV, so

kF²/2 = 7.20 × 0.2646/2 = 0.95 eV.

Exchange raises the edge of the band relative to its bottom by

Σx(kF) − Σx(0) = −4.58 + 7.20 = 2.62 eV.

The Hartree–Fock width is therefore

0.95 + 2.62 = 3.57 eV,

about 3.75 times the free-electron width.

*Meaning and limits.* The exchange contribution (1 − 2/π)kF is proportional to kF, whereas the free width is proportional to kF². Their ratio grows as the gas is made more dilute, and at the density chosen here exchange is the larger part. A correction of this size is a reason not to take the Hartree–Fock width for that of a real layer, since correlation has been left out. The calculation also assumes equal spin populations, and at this density they do not give the lowest Hartree–Fock energy. The energy per electron is the mean kinetic energy plus half the mean of Σx over the disc, which is kF²/4 − 4kF/(3π) = −2.58 eV. With all spins parallel at the same density, kF is replaced by √2 kF and the energy is −3.37 eV. The polarised gas is the lower of the two whenever the kF of the unpolarised gas is below 1.33 Å⁻¹. This comparison leaves out correlation, so it does not decide the spin state of a real layer. If the populations differ, the formulas hold for each spin with its own kF, because exchange connects electrons of the same spin. A uniform medium with a constant permittivity ε turns the interaction into 1/(εR) and simply divides Σx by ε. A layer of finite thickness, or surroundings whose screening depends on q, change the form of v(q), and the integral must then be done again.
